# Comment on reading a nucleation driving force from the common tangent

## The argument under review

Suppose a manuscript on precipitation in a dilute binary alloy argues as follows.

> The solid solution is supersaturated. On the free-energy diagram, the equilibrium two-phase state lies on the common tangent, vertically below the point that represents the alloy. This vertical distance is the free energy gained by precipitation, so it is the driving force for nucleation. It is 0.257 meV per atom. Put into the classical nucleation formula, it gives a critical radius of about 1200 Å and a barrier of about $6\times10^4$ eV. Precipitates therefore cannot nucleate in the perfect crystal and must start at defects.

The distance has been read correctly from the diagram, and the classical formula has been evaluated correctly. The question is whether this distance is the quantity that the formula asks for. To settle it, one must ask how much free energy is released when the first few atoms of precipitate form, and by which atoms the release is to be divided.

## The model and its conventions

Atoms A and B form the alloy, and $x$ is the fraction of B, the solute. The temperature and pressure are constant. The matrix phase $\alpha$ has free energy $g_\alpha(x)$ per atom, and the precipitate phase $\beta$ has $g_\beta(x)$. All atoms have the same volume $v$ in both phases, and there is no elastic strain. Released free energy is counted as positive.

The manuscript's numbers belong to a regular solution, a mean-field model in which both phases lie on one curve:

$$g(x)=\Omega x(1-x)+k_BT\,[x\ln x+(1-x)\ln(1-x)].$$

The round parameters are $\Omega=0.25$ eV and $T=600$ K, so $k_BT=51.7$ meV. They describe no particular material. The alloy has $x_0=0.02$.

The curve is symmetric about $x=1/2$, so its common tangent is horizontal and touches it at $x_e$ and $x_b=1-x_e$. The condition $g'(x_e)=0$ reads

$$\Omega(1-2x_e)+k_BT\ln\frac{x_e}{1-x_e}=0.$$

A numerical root search gives $x_e=0.00856$, hence $x_b=0.99144$. The alloy holds $x_0/x_e=2.34$ times the solute that the matrix can keep at equilibrium.

The second derivative is

$$g''(x)=\frac{k_BT}{x(1-x)}-2\Omega .$$

It vanishes at the spinodal, where $x(1-x)=k_BT/(2\Omega)$; on the A-rich side this is $x=0.117$. The alloy lies well below that composition. Its matrix is metastable: $g''>0$, and small composition fluctuations cost free energy.

## What the vertical distance measures

When decomposition is complete, a fraction $f$ of all atoms is in the precipitate. Conservation of solute requires $(1-f)x_e+fx_b=x_0$, and therefore

$$f=\frac{x_0-x_e}{x_b-x_e}=\frac{0.01144}{0.98289}=0.0116 .$$

The free energy per atom of this mixture is $(1-f)g_\alpha(x_e)+fg_\beta(x_b)$, which is the height of the common tangent at $x_0$. The drop to that line is

$$h=g_\alpha(x_0)-[(1-f)g_\alpha(x_e)+fg_\beta(x_b)].$$

In the model both end points have the same height, so

$$h=g(x_0)-g(x_e)=-0.169+0.426=0.257\ \text{meV}.$$

This is the manuscript's number. It is an energy per atom of the whole alloy, although about 99 of every 100 atoms remain in the matrix. It also refers to the finished process, in which the matrix has drained from $x_0$ to $x_e$. A nucleus meets neither condition: its energy must be counted per atom of nucleus, and the surrounding matrix is still at $x_0$.

## The free energy released by the first precipitate

Let a fraction $\varphi$ of all atoms form $\beta$ of composition $y$, leaving the matrix at $x_m$. Leaving the interface aside for now, the free energy per alloy atom is

$$G(\varphi)=(1-\varphi)g_\alpha(x_m)+\varphi g_\beta(y),\qquad (1-\varphi)x_m=x_0-\varphi y .$$

Differentiating the solute balance at fixed $y$ gives

$$-x_m+(1-\varphi)\frac{dx_m}{d\varphi}=-y
\quad\Longrightarrow\quad
(1-\varphi)\frac{dx_m}{d\varphi}=-(y-x_m).$$

Now differentiate $G$ and insert this result:

$$\frac{dG}{d\varphi}=-g_\alpha(x_m)+(1-\varphi)g_\alpha'(x_m)\frac{dx_m}{d\varphi}+g_\beta(y)$$

$$=-\left[g_\alpha(x_m)+g_\alpha'(x_m)(y-x_m)-g_\beta(y)\right].$$

The bracket, written $D(x_m;y)$, is the free energy released per atom added to the precipitate. For the first atoms $\varphi=0$ and $x_m=x_0$, so

$$D(x_0;y)=g_\alpha(x_0)+g_\alpha'(x_0)(y-x_0)-g_\beta(y).$$

The first two terms are the height, at composition $y$, of the line tangent to the matrix curve at $x_0$. The tangent appears because the atoms of the nucleus are taken from a large matrix: removing solute-rich material changes the matrix composition very little, but it does so for very many atoms. The total effect stays finite and is contained in the slope term.

The composition $y$ is free to adjust. The largest release is found from

$$\frac{\partial D}{\partial y}=g_\alpha'(x_0)-g_\beta'(y)=0 .$$

At the best composition $y^*$ the tangent to the $\beta$ curve is parallel to the matrix tangent. It is a maximum because the second derivative, $-g_\beta''(y^*)$, is negative on the stable part of the $\beta$ curve. The driving force $D=D(x_0;y^*)$ is the vertical distance between the two parallel lines.

The same condition can be stated in chemical potentials. For either phase, $\mu_A=g-xg'$ and $\mu_B=g+(1-x)g'$, so $\mu_B-\mu_A=g'$. Equal slopes mean that this difference is the same in matrix and nucleus. Both chemical potentials therefore fall by one common amount on going from matrix to nucleus. The tangent height at $y$ is $(1-y)\mu_A+y\mu_B$, so that common amount is $D$.

For the example, the slope at the matrix composition is

$$g'(x_0)=250\times0.96+51.70\ln\frac{0.02}{0.98}=38.78\ \text{meV}.$$

A root search for the same slope on the B-rich side gives $y^*=0.9961$, where $g(y^*)=-0.348$ meV. Then

$$D=-0.169+38.78\times0.9761+0.348=38.0\ \text{meV},$$

or 3.67 kJ per mole of nucleus atoms. Nearly all of it comes from the slope term, which the vertical distance at $x_0$ does not contain. The ratio $D/h$ is 148.

The nucleus is slightly richer in solute than the equilibrium precipitate. Had it been given the composition $x_b$, the release would have been 37.9 meV, so here this adjustment matters little.

## Would dividing by the precipitate fraction repair the argument?

An author might reply that only the normalization was wrong. Dividing the drop by the precipitate fraction gives

$$\frac hf=\frac{0.257}{0.01164}=22.1\ \text{meV per precipitate atom}.$$

This is much closer to $D$, but it is still too small by a factor of 1.72. The reason is that the release changes as the matrix drains.

Keep $y=x_b$ throughout and let $\varphi$ grow from zero to $f$. At the start $G(0)=g_\alpha(x_0)$; at the end $x_m=x_e$, and $G(f)$ is the height of the common tangent at $x_0$. Since $dG/d\varphi=-D(x_m;x_b)$,

$$h=G(0)-G(f)=\int_0^f D(x_m;x_b)\,d\varphi .$$

So $h/f$ is the average release per precipitate atom over the whole process. The nucleus needs the initial value. To compare the two, differentiate:

$$\frac{\partial D(x_m;x_b)}{\partial x_m}
=g_\alpha'+g_\alpha''(x_m)(x_b-x_m)-g_\alpha'
=g_\alpha''(x_m)(x_b-x_m).$$

With $dx_m/d\varphi=-(x_b-x_m)/(1-\varphi)$ from the solute balance,

$$\frac{dD(x_m;x_b)}{d\varphi}=-\frac{g_\alpha''(x_m)(x_b-x_m)^2}{1-\varphi}.$$

If $g_\alpha''>0$ from $x_e$ to $x_0$, the release falls steadily, and its initial value exceeds its average. Allowing the best composition can only raise the initial value further. Hence

$$D\ge D(x_0;x_b)>\frac hf .$$

This also shows why the error is large in a dilute alloy. The inequality gives $D/h>1/f$, and

$$\frac1f-\frac{x_b}{x_0}
=\frac{(x_b-x_e)x_0-x_b(x_0-x_e)}{x_0(x_0-x_e)}
=\frac{x_e(x_b-x_0)}{x_0(x_0-x_e)}>0 .$$

Therefore $D/h>x_b/x_0$. In the example, this lower bound is 50, the sharper bound $1/f$ is 86, and the ratio itself is 148. The derivation assumes that the matrix is outside its spinodal; this is sufficient for the bound, but not necessary. The bound $x_b/x_0$ is large only if the precipitate is much richer in solute than the alloy. Diluteness alone does not ensure this. The sharper bound $1/f$ is also large close to saturation, where $f\to0$, whether or not the alloy is dilute.

In the example the release at $y=x_b$ is 37.9 meV at the start, 23.5 meV when half of the final precipitate has formed, and zero at the end. The halfway value lies above half the initial value. The derivative explains this: as the matrix drains, $g''$ rises, mainly through its term $k_BT/x_m$, so the release falls slowly at first and faster later.

## Two limits

Both quantities can be written as integrals over the supersaturated range. At $x_m=x_e$ the matrix tangent is the common tangent, so $D(x_e;x_b)=0$. Integrating the derivative found above gives

$$D(x_0;x_b)=\int_{x_e}^{x_0}(x_b-x)\,g_\alpha''(x)\,dx .$$

The drop, as a function of $x_0$, vanishes with its first derivative at $x_e$. Its second derivative is $g_\alpha''$, because the common tangent is a straight line. Hence

$$h=\int_{x_e}^{x_0}(x_0-x)\,g_\alpha''(x)\,dx .$$

The integrands differ in their lever arms. The driving force has the long arm from the matrix to the precipitate composition; the drop has the short arm within the supersaturated range.

**Small supersaturation.** Let $\delta=x_0-x_e$ be small enough for $g_\alpha''$ to be nearly constant. To leading order,

$$D(x_0;x_b)\simeq g_\alpha''(x_e)(x_b-x_e)\,\delta,\qquad
h\simeq\tfrac12 g_\alpha''(x_e)\,\delta^2 .$$

Adjusting $y$ adds only a term of order $\delta^2$ to $D$: the shift $y^*-x_b$ is proportional to $\delta$, and the gain near a maximum is quadratic in the shift. Since $f=\delta/(x_b-x_e)$,

$$\frac hf\simeq\tfrac12 g_\alpha''(x_e)(x_b-x_e)\,\delta\simeq\tfrac12D .$$

The release then falls linearly to zero, and its average is half its initial value. At $x_0=1.01x_e$ the model gives $D/(h/f)=1.996$. So near saturation even the properly normalized drop misses a factor of two.

**Dilute matrix and nearly pure B precipitate.** Here $x_b\simeq1$, and $g_\alpha''\simeq k_BT/x$ if $2\Omega x/k_BT\ll1$. Writing $S=x_0/x_e$,

$$D\simeq k_BT\int_{x_e}^{x_0}\frac{dx}{x}=k_BT\ln S,$$

$$h\simeq k_BT\int_{x_e}^{x_0}\left(\frac{x_0}{x}-1\right)dx
=k_BT\,x_e\,(S\ln S-S+1).$$

The driving force depends on the supersaturation ratio, whereas the drop carries an extra factor $x_e$ because few atoms take part. At fixed $S$, their ratio grows as $1/x_e$.

The table follows the full regular-solution model at $S=2$. Cooling lowers the solubility, and $x_0=2x_e$ is lowered with it. The last column compares $D$ with its dilute formula.

| $T$ (K) | $x_0$ | $D/h$ | $D/(k_BT\ln S)$ |
|---:|---:|---:|---:|
| 1000 | 0.161 | 16.4 | 0.377 |
| 600 | 0.0171 | 203 | 0.877 |
| 450 | 0.00323 | 1100 | 0.969 |
| 300 | 0.000126 | 28400 | 0.998 |

At 1000 K the alloy is not dilute and the simple logarithm is poor, but the two readings still differ by a factor of 16. At 300 K the logarithm is accurate to 0.2 percent, and the factor has grown to about 28000.

For the alloy under review, the logarithm gives $51.7\ln2.34=43.9$ meV, about 15 percent above the full 38.0 meV. Most of the difference comes from the neglected term $-2\Omega$ in $g''$. It contributes about $-2\Omega\delta=-500\times0.0114=-5.7$ meV to $D$. The dilute condition is only roughly met, since $2\Omega x_0/k_BT=0.19$.

## Consequences for the nucleus

The classical formula describes a spherical nucleus with a sharp interface of energy $\gamma$ per area, independent of radius and composition. The matrix is so large that one nucleus does not drain it. The number of atoms in the nucleus is $4\pi r^3/(3v)$, so the work of forming it is

$$W(r)=-\frac{4\pi r^3}{3v}D+4\pi r^2\gamma .$$

The first term is a number of nucleus atoms times an energy per nucleus atom; this is where the formula fixes the meaning of its driving force. Because $\gamma$ does not depend on $y$, the composition that minimizes the work at any radius is $y^*$. Setting the derivative to zero,

$$-\frac{4\pi r^2}{v}D+8\pi r\gamma=0
\quad\Longrightarrow\quad r^*=\frac{2\gamma v}{D}.$$

Inserting $D=2\gamma v/r^*$ into $W$ gives

$$W^*=4\pi r^{*2}\gamma\left(1-\frac23\right)=\frac{4\pi}{3}\gamma r^{*2}
=\frac{16\pi\gamma^3v^2}{3D^2}.$$

The critical radius has a simple meaning. The curved interface puts the nucleus under an extra pressure $2\gamma/r$, which raises both chemical potentials inside it by $2\gamma v/r$. At $r^*$ this rise equals $D$, and matrix and nucleus are in balance. The balance is unstable: a smaller nucleus has a higher inner pressure and dissolves, while a larger one grows. The parallel tangents describe the nucleus before this rise is included; adding it lifts the $\beta$ curve until it touches the matrix tangent.

The manuscript's estimates use $v=15$ Å$^3$ and $\gamma=10$ meV/Å$^2$, again round parameters. With the correct driving force,

$$r^*=\frac{2\times0.010\times15}{0.0380}=7.9\ \text{Å},$$

$$W^*=\frac{4\pi}{3}\times0.010\times(7.89)^2=2.6\ \text{eV}=50\,k_BT .$$

Such a nucleus holds about 137 atoms. The three candidate driving forces compare as follows.

| Energy used | $r^*$ (Å) | $W^*$ (eV) | $W^*/k_BT$ |
|---|---:|---:|---:|
| $D$ | 7.9 | 2.6 | 50 |
| $h/f$ | 13.6 | 7.7 | 150 |
| $h$ | 1170 | $5.7\times10^4$ | $1.1\times10^6$ |

The radius is wrong by the factor $D/h=148$ and the barrier by its square, about 22000. These factors do not depend on the choice of $\gamma$ or $v$. Even the milder error of using $h/f$ matters: it adds about $99\,k_BT$ to the barrier, which lowers the Boltzmann factor $\exp(-W^*/k_BT)$ by some 43 powers of ten.

The barrier of 2.6 eV should not be taken as a precise prediction. It varies as $\gamma^3$, and a sharp interface is a rough description of a nucleus only 8 Å in radius. A nucleation rate would also need a kinetic prefactor, which has not been computed here. What can be said is that the manuscript's reason for excluding nucleation in the perfect crystal has disappeared. Whether defects dominate must be decided by comparing rates.

## Where the correction changes or ceases to apply

In a pure substance there is no composition to vary. The free energy released per transformed atom is $g_\alpha-g_\beta$, both for the first nucleus and for the completed transformation. The two readings then agree. If an alloy with two separate phase curves is held to transform without any change of composition, setting $y=x_0$ removes the slope term and leaves $D(x_0;x_0)=g_\alpha(x_0)-g_\beta(x_0)$. This is again the release both for the first nucleus and for the completed transformation. It is not the drop to the common tangent: for $x_0$ between $x_e$ and $x_b$ that tangent lies below $g_\beta(x_0)$, so $h$ is larger.

Inside the spinodal the inequality $D>h/f$ is no longer guaranteed. At $x_0=1/2$ in the model, symmetry makes the matrix tangent horizontal. The parallel tangent is then the common tangent itself, so $D=h=27.1$ meV. But $f=1/2$, so $h/f=54.2$ meV is larger than $D$. There is also a more basic change. For $y$ close to $x_0$ on a single curve, a Taylor expansion gives

$$D(x_0;y)\simeq-\tfrac12g''(x_0)(y-x_0)^2 .$$

Outside the spinodal this is negative, so a slight enrichment costs free energy, and a nucleus must differ from the matrix by a finite amount before any bulk free energy is released. Inside, it is positive, and arbitrarily weak enrichment already releases bulk free energy. The matrix is unstable, and a picture of separate nuclei in a uniform matrix loses its basis.

Elastic strain can be added in its simplest form. If it costs a constant energy $e_s$ per nucleus atom, $g_\beta$ rises by $e_s$ and $D$ is replaced by $D-e_s$. A strain energy of 1 meV would seem prohibitive beside the 0.257 meV of the common-tangent reading. Beside the correct 38 meV it is a small reduction, although it still adds about $2.8\,k_BT$ to the barrier. Strain is not always this small. For a coherent inclusion with isotropic elastic constants equal to those of the matrix, $e_s=E\varepsilon^2v/(1-\nu)$, with $E$ Young's modulus, $\nu$ Poisson's ratio and $\varepsilon$ the linear misfit. For $\nu\approx0.3$ and $E$ between 200 and 70 GPa, 1 meV corresponds to a misfit of only 0.6 to 1 percent, and $e_s$ reaches the full 38 meV at a misfit of about 4 to 6 percent.

The manuscript should keep $h$ as the total free energy available per alloy atom, and use $D$, taken from the matrix tangent at $x_0$, in the nucleation formula. Its conclusion about defects needs a separate argument.
